\section*{Hydration equilibrium and proton content of acceptor-doped barium zirconate}

\section*{Question}

Barium zirconate, BaZrO$_3$, is doped with trivalent ions on zirconium sites. Each dopant carries one negative charge relative to the perfect lattice and is compensated in the dry oxide by oxygen vacancies. Water vapour reacts with the oxide according to
\begin{equation*}
\mathrm{H_2O(g)}+\mathrm{V_O^{\bullet\bullet}}+\mathrm{O_O^{\times}}
\rightleftharpoons 2\,\mathrm{OH_O^{\bullet}} .
\end{equation*}
A dot denotes one positive relative charge and a cross denotes none. The oxygen of the water molecule fills the vacancy, and its two protons end on two oxide ions.

Let $X$, $V$ and $O$ be the numbers of protonic defects, vacancies and intact oxide ions per formula unit, and let $S$ be the number of acceptors, with $0<S<1$. Assume that the three oxygen sites per formula unit are equivalent, that each oxide ion holds at most one proton, that the defects mix ideally, that electrons and holes are negligible, and that the vapour is an ideal gas. The standard reaction enthalpy $\Delta H$ and entropy $\Delta S$ are constant and refer to one mole of water at $p^\circ=1$ bar.

For the numerical parts take $\Delta H=-80$ kJ/mol, $\Delta S=-90$ J/(mol K), $S=0.2$ and water pressure $p=0.02$ bar.

\begin{enumerate}
\item[(a)] Derive the equilibrium condition by counting defect arrangements.
\item[(b)] Solve it for $X$ and justify the choice of root.
\item[(c)] Find the limits of strong and weak hydration, and the response of $X$ to temperature and pressure.
\item[(d)] Find the temperature at which a given fraction $\theta=X/S$ of the acceptors is compensated by protons. Evaluate it for $\theta=1/2$.
\item[(e)] Work out the state at 900 K and plot the proton content from 500 to 1200 K.
\item[(f)] Estimate how far the main neglected effects move the result.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Equilibrium condition}

A crystal of $N$ formula units has $3N$ oxygen sites, occupied by $n_H=NX$ protonated ions, $n_V=NV$ vacancies and $n_O=NO$ intact ions. The number of arrangements is
\begin{equation*}
\Omega=\frac{(3N)!}{n_H!\,n_V!\,n_O!},\qquad
\ln\Omega\simeq 3N\ln 3N-\sum_i n_i\ln n_i ,
\end{equation*}
by Stirling's formula; the linear terms cancel because $\sum_i n_i=3N$. Let $g_i$ be the free energy of a site in state $i$ without this mixing term. The possible proton orientations on one oxide ion are included in $g_H$.

Taking up one molecule changes $(n_H,n_V,n_O)$ by $(2,-1,-1)$. The mixing term $-k_BT\ln\Omega$ then changes by
\begin{equation*}
k_BT\left[2(\ln n_H+1)-(\ln n_V+1)-(\ln n_O+1)\right]
=k_BT\ln\frac{n_H^2}{n_Vn_O}.
\end{equation*}
The gas loses $\mu^\circ+k_BT\ln(p/p^\circ)$. At equilibrium the total change vanishes:
\begin{equation*}
2g_H-g_V-g_O-\mu^\circ-k_BT\ln\frac{p}{p^\circ}
+k_BT\ln\frac{n_H^2}{n_Vn_O}=0 .
\end{equation*}
The first four terms are the standard reaction free energy per molecule, equal to $\Delta H-T\Delta S$ per mole. The factors of $N$ cancel, so
\begin{equation}
\frac{X^2}{VO}=\kappa,\qquad
\kappa=K\frac{p}{p^\circ},\qquad
K=\exp\left(\frac{\Delta S}{R}-\frac{\Delta H}{RT}\right).
\label{eq:ma}
\end{equation}

\subsection*{(b) Proton content}

Charge neutrality requires $X+2V=S$, and site conservation requires $X+V+O=3$. Hence
\begin{equation}
V=\frac{S-X}{2},\qquad
O=3-X-\frac{S-X}{2}=\frac{6-S-X}{2}.
\label{eq:vo}
\end{equation}
Since $V\ge0$, the proton content cannot exceed $S$. Inserting (\ref{eq:vo}) in (\ref{eq:ma}) gives
\begin{equation}
4X^2=\kappa(S-X)(6-S-X)=\kappa\left[S(6-S)-6X+X^2\right],
\label{eq:quad}
\end{equation}
or
\begin{equation*}
(4-\kappa)X^2+6\kappa X-\kappa S(6-S)=0 .
\end{equation*}
One quarter of the discriminant is
\begin{align*}
D&=9\kappa^2+(4-\kappa)\kappa S(6-S)\\
&=\kappa^2(9-6S+S^2)+4\kappa S(6-S)
=\kappa^2(3-S)^2+4\kappa S(6-S).
\end{align*}
The root with the plus sign is $(-3\kappa+\sqrt D)/(4-\kappa)$. Multiplying numerator and denominator by $3\kappa+\sqrt D$, and using $D-9\kappa^2=(4-\kappa)\kappa S(6-S)$, gives
\begin{equation}
X=\frac{\kappa S(6-S)}
{3\kappa+\sqrt{\kappa^2(3-S)^2+4\kappa S(6-S)}} .
\label{eq:x}
\end{equation}

A physical root exists and is unique. Between $X=0$ and $X=S$ the left side of (\ref{eq:quad}) rises from zero, while the right side falls to zero, its derivative being $2\kappa(X-3)<0$. The rejected root is $\kappa S(6-S)/(3\kappa-\sqrt D)$. For $\kappa<4$ it is negative, because $\sqrt D>3\kappa$. For $\kappa>4$ its denominator is positive but smaller than $3\kappa-\kappa(3-S)=\kappa S$, so the root exceeds $6-S$, and therefore $S$. At $\kappa=4$ the equation is linear with solution $X=S(6-S)/6$, which (\ref{eq:x}) reproduces since then $\sqrt D=12$.

\subsection*{(c) Limits and response}

For $\kappa\to\infty$, $\sqrt D\to\kappa(3-S)$ and $X\to S(6-S)/(6-S)=S$: the vacancies are filled. Setting $X\simeq S$ everywhere in (\ref{eq:quad}) except in the factor $S-X$ gives the small remainder
\begin{equation*}
S-X\simeq\frac{4S^2}{\kappa(6-2S)}=\frac{2S^2}{\kappa(3-S)} .
\end{equation*}
For $\kappa\to0$, the term of order $\sqrt\kappa$ dominates the denominator of (\ref{eq:x}), and
\begin{equation*}
X\simeq\frac{\kappa S(6-S)}{2\sqrt{\kappa S(6-S)}}
=\frac12\sqrt{\kappa S(6-S)}\propto p^{1/2}.
\end{equation*}
The square root arises because one molecule makes two protonic defects while $V$ and $O$ hardly change.

Between the limits, take the logarithm of (\ref{eq:quad}) and differentiate:
\begin{equation*}
d\ln\kappa=\left[\frac2X+\frac1{S-X}+\frac1{6-S-X}\right]dX .
\end{equation*}
At fixed pressure $d\ln\kappa/dT=\Delta H/(RT^2)$; at fixed temperature $d\ln\kappa=d\ln p$. Thus
\begin{align}
\left(\frac{\partial X}{\partial T}\right)_p&=\frac{\Delta H}{RT^2}
\left[\frac2X+\frac1{S-X}+\frac1{6-S-X}\right]^{-1},
\label{eq:slope}\\
\left(\frac{\partial\ln X}{\partial\ln p}\right)_T&=
\left[2+\frac X{S-X}+\frac X{6-S-X}\right]^{-1}.
\label{eq:exponent}
\end{align}
The brackets are positive, so exothermic hydration, $\Delta H<0$, makes $X$ fall with temperature throughout.

\subsection*{(d) Temperature of a given hydration degree}

With $X=\theta S$, equation (\ref{eq:quad}) becomes $4\theta^2S^2=\kappa S(1-\theta)(6-S-\theta S)$, so
\begin{equation*}
\kappa_\theta=\frac{4\theta^2S}{(1-\theta)[6-S(1+\theta)]} .
\end{equation*}
Equating $R\ln\kappa_\theta$ to $\Delta S-\Delta H/T+R\ln(p/p^\circ)$ and solving for $T$ gives
\begin{equation}
T_\theta=\frac{\Delta H}{\Delta S+R\ln(p/p^\circ)-R\ln\kappa_\theta}.
\label{eq:t}
\end{equation}
For $\Delta H<0$ the denominator must be negative; otherwise no finite temperature gives this degree.

At half hydration $\kappa_{1/2}=4S/[3(4-S)]=0.8/11.4=0.0702$, and
\begin{equation*}
T_{1/2}=\frac{-80\,000}{-90-32.5+22.1}\ \mathrm K\simeq797\ \mathrm K,
\end{equation*}
or 523 $^\circ$C. Raising the pressure to 0.2 bar at fixed $S$ moves this to 984 K. Lowering $S$ to 0.1 at the original pressure gives 847 K. The latter shift follows from the growth of $\kappa_{1/2}$ with $S$: at fixed $\theta$, $X^2$ scales as $S^2$ but $V$ only as $S$, so dilution favours the side with two charged defects.

\subsection*{(e) State at 900 K and plot}

At 900 K,
\begin{equation*}
K=\exp\left(-\frac{90}{8.314}+\frac{80\,000}{8.314\times900}\right)
=0.875,\qquad \kappa=0.02K=0.0175 .
\end{equation*}
Here $S(6-S)=1.16$ and $(3-S)^2=7.84$, so
\begin{equation*}
X=\frac{0.0175\times1.16}
{3(0.0175)+\sqrt{7.84(0.0175)^2+4(0.0175)(1.16)}}
\simeq0.0594 .
\end{equation*}
Equation (\ref{eq:vo}) then gives $V=0.0703$ and $O=2.870$. About 30\,\% of the acceptor charge is compensated by protons.

Evaluating (\ref{eq:x}) every 50 K gives the following plot. The horizontal position of each star shows $X/S$ to the nearest thirtieth, from 0 just after the bar to 1 at the star for 500 K; the numbers in the heading mark the ends only roughly.

\begin{verbatim}
T (K)    X     0             X/S            1
  500  0.200   |                              *
  550  0.198   |                              *
  600  0.193   |                             *
  650  0.179   |                           *
  700  0.154   |                       *
  750  0.125   |                   *
  800  0.098   |               *
  850  0.076   |           *
  900  0.059   |         *
  950  0.047   |       *
 1000  0.038   |      *
 1050  0.030   |     *
 1100  0.025   |    *
 1150  0.021   |   *
 1200  0.018   |   *
\end{verbatim}

From (\ref{eq:t}), hydration is 90\,\% complete at 647 K and has dropped to 10\,\% at 1165 K. At half hydration, (\ref{eq:slope}) gives a loss of $5.0\times10^{-4}$ protons per formula unit per kelvin. With a rough cubic lattice parameter of 0.42 nm, $X=0.1$ there corresponds to $1.35\times10^{21}$ cm$^{-3}$. The pressure exponent (\ref{eq:exponent}) is 0.035 at 600 K, near saturation, and 0.476 at 1200 K, close to the weak-hydration value of one half.

\subsection*{(f) Neglected effects}

The changes in $X$ below are the largest found on the temperature grid of part (e), relative to (\ref{eq:x}). The added parameters are assumed, to set a scale.

\emph{Enthalpy and defect interactions.} Weakening $\Delta H$ to $-70$ kJ/mol at fixed $\Delta S$ multiplies $T_{1/2}$ by $7/8$, giving 697 K. The largest change in $X$ is $-0.056$, at 700 K. For the parameter values assumed here, this is the largest of the equilibrium changes. If interactions instead raise the enthalpy of uptake linearly with $X$, from $-80$ kJ/mol in the dry oxide to $-70$ kJ/mol at $X=S$, its value at half hydration is $-75$ kJ/mol, and $T_{1/2}$ falls by about 50 K.

\emph{Trapping.} For randomly placed dopants, an oxygen site has at least one dopant among its two zirconium-site neighbours with probability $1-0.8^2=0.36$. Let such sites bind a proton by 20 kJ/mol and a vacancy by 30 kJ/mol. In site class $c$, give an intact ion, a proton and a vacancy the weights $1$, $a_c\sqrt\kappa\,t$ and $b_ct^2$, where $a_c$ and $b_c$ are the Boltzmann factors of binding, equal to 1 away from dopants. The powers of $t$ count charge. With $m_c$ sites per formula unit and $z_c=1+a_c\sqrt\kappa\,t+b_ct^2$,
\begin{equation*}
S=\sum_c m_c\frac{a_c\sqrt\kappa\,t+2b_ct^2}{z_c},\qquad
X=\sum_c m_c\frac{a_c\sqrt\kappa\,t}{z_c}.
\end{equation*}
Solving the first equation numerically for $t$ raises $T_{1/2}$ to 833 K and $X$ by up to 0.020. This shift is a near-cancellation between the binding of two protons and that of one vacancy, so neither its size nor its sign is robust. With the proton binding unchanged, a vacancy binding of 40 kJ/mol lowers $T_{1/2}$ by about 60 K, and no vacancy binding raises it by about 240 K. Doubling both binding energies on sites with two dopant neighbours reduces the rise from 36 K to about 7 K. This treats $\Delta H$ and $\Delta S$ as values for free defects. Values fitted to measured uptake may already contain part of the trapping.

\emph{Dopants on barium sites.} There a trivalent ion is a donor. If 5\,\% of the dopants sit there, the net acceptor content is $0.2(0.95-0.05)=0.18$, and $X$ falls by 0.020 at 500 K.

\emph{Smaller terms.} A reaction heat capacity of 20 J/(mol K), with $\Delta H$ and $\Delta S$ fixed at 800 K, changes $X$ by up to about 0.0015. Replacing $O$ by 3 in (\ref{eq:ma}) changes it by at most 0.0019. Holes form by $\frac12\mathrm{O_2}+\mathrm{V_O^{\bullet\bullet}}\rightleftharpoons\mathrm{O_O^\times}+2h^\bullet$. With 50 kJ/mol, $-60$ J/(mol K) and 0.2 bar of oxygen, solving all balances numerically gives $2.6\times10^{-4}$ holes per formula unit at 1200 K and changes $X$ by less than $2\times10^{-5}$. This does not show that their contribution to conduction is small.

\emph{Slow uptake.} For a pellet of half-thickness $L=0.5$ mm, constant diffusivity and fixed surface composition, uptake is 93\,\% complete after $L^2/D$. With $D=0.01\exp[-(70\ \mathrm{kJ/mol})/RT]$ cm$^2$/s, this time is 0.8 h at 900 K, 86 h at 600 K and about 1400 h at 500 K. On these assumptions, a pellet cooled within hours does not follow the low-temperature end of the plot.

\emph{Comparison with real material.} The chosen enthalpy, entropy and doping are rough typical values for yttrium-doped barium zirconate, and 0.02 bar is roughly the vapour pressure of water near room temperature. Protonic ceramic cells work at roughly 700 to 900 K, a range over which the model's proton content falls from 77 to 30\,\% of the acceptor content at this pressure. More steam would retain more of them, at fixed doping and temperature. Real samples depart from ideal mixing and need not have all dopants on zirconium sites; for the assumed parameters the first departure moves $T_{1/2}$ by tens of kelvin in either direction, and by more than 100 K for other binding energies, while 5\,\% of the dopants on barium sites removes about a tenth of the saturated proton content. Weakening $\Delta H$ by 10 kJ/mol at fixed $\Delta S$ alone moves $T_{1/2}$ by about 100 K. The curve is therefore a guide to the trend, and a quantitative prediction needs at least $\Delta H$, $\Delta S$ and the net acceptor content measured on the material in question.

Numbers in the example were calculated in double precision.
